# AAA poles with positive residues versus Thiele continuation of Matsubara data: a program that tests the result

```python
"""
Result under test: for G(z) = sum_l R_l/(z - e_l), R_l positive semidefinite,
AAA with (number of poles + 1) support points finds the poles e_l exactly from
clean Matsubara data; with noise, real projected poles and positive residues
give a causal, bounded continuation. Thiele interpolation gets the same data.
Symbols: z = i*hbar*omega_n (eV), G in 1/eV, noise = standard deviation of the
real and of the imaginary part, eta = distance from the real axis (eV).
Symmetric 2x2 matrices are stored as the three elements (11, 22, 12).
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import eigvals, expm
from scipy.optimize import least_squares

# ---------- model: asymmetric Hubbard dimer, full Fock space ----------
hopping, repulsion, offset, chem, kT = 1.0, 4.0, 0.5, 1.5, 0.025
n_freq, eta = 64, 0.1
beta = 1.0 / kT
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    out = np.eye(1)
    for k in range(4):
        out = np.kron(out, parity if k < mode else lower if k == mode else np.eye(2))
    return out


c = [annihilator(k) for k in range(4)]          # 1up, 2up, 1down, 2down
num = [a.T @ a for a in c]
K = repulsion * (num[0] @ num[2] + num[1] @ num[3])
for s in (0, 2):
    K = K + (offset - chem) * num[s] + (-offset - chem) * num[s + 1]
    K = K - hopping * (c[s].T @ c[s + 1] + c[s + 1].T @ c[s])
energy, vec = np.linalg.eigh(K)
prob = np.exp(-beta * (energy - energy[0]))
prob /= prob.sum()
amp = [vec.T @ c[k] @ vec for k in (0, 1)]
pair_prob = prob[:, None] + prob[None, :]
gaps = (energy[None, :] - energy[:, None]).ravel()
weights = np.stack([(pair_prob * amp[i] * amp[j]).ravel()
                    for i, j in ((0, 0), (1, 1), (0, 1))], axis=1)
order = np.argsort(gaps)
gaps, weights = gaps[order], weights[order]
label = np.concatenate([[0], np.cumsum(np.diff(gaps) > 1e-8)])
all_e = np.array([gaps[label == k].mean() for k in range(label[-1] + 1)])
all_r = np.array([weights[label == k].sum(axis=0) for k in range(label[-1] + 1)])
strong = all_r[:, 0] + all_r[:, 1] > 1e-10
true_e, true_r = all_e[strong], all_r[strong]
dropped = (all_r[~strong, 0] + all_r[~strong, 1]).sum()
assert len(true_e) == 4
assert np.allclose(all_r.sum(axis=0), [1, 1, 0], atol=1e-10)


def pole_sum(z, poles, residues):
    return (1.0 / (z[:, None] - poles)) @ residues


z_up = 1j * np.pi * kT * (2 * np.arange(n_freq) + 1)
clean = pole_sum(z_up, all_e, all_r)
w_max = z_up[-1].imag

# Lehmann sum against the imaginary-time trace, integrated by quadrature
x, wq = np.polynomial.legendre.leggauss(200)
tau, wq = 0.5 * beta * (x + 1), 0.5 * beta * wq
K0 = K - energy[0] * np.eye(16)
Z0 = np.trace(expm(-beta * K0))
g_tau = []
for t in tau:
    left, right = expm(-(beta - t) * K0), expm(-t * K0)
    g_tau.append([-np.trace(left @ c[i] @ right @ c[j].T) / Z0
                  for i, j in ((0, 0), (1, 1), (0, 1))])
g_tau = np.array(g_tau)
lehmann_diff = max(np.abs((wq * np.exp(z_up[n] * tau)) @ g_tau - clean[n]).max()
                   for n in (0, 5, 20))
assert lehmann_diff < 1e-8


# ---------- AAA with weights shared by all matrix elements ----------
def loewner(z, F, sup, rest):
    cauchy = 1.0 / (z[rest][:, None] - z[sup])
    blocks = [(F[rest, e][:, None] - F[sup, e]) * cauchy for e in range(3)]
    return cauchy, np.concatenate(blocks)


def aaa(z, F, m_max):
    fit = np.tile(F.mean(axis=0), (len(z), 1))
    sup, history = [], {}
    for m in range(1, m_max + 1):
        miss = (np.abs(F - fit) ** 2).sum(axis=1)
        miss[sup] = -1.0
        sup = sup + [int(np.argmax(miss))]
        rest = np.setdiff1d(np.arange(len(z)), sup)
        cauchy, L = loewner(z, F, sup, rest)
        _, sing, vh = np.linalg.svd(L, full_matrices=False)
        w = vh[-1].conj()
        fit = F.copy()
        fit[rest] = (cauchy @ (w[:, None] * F[sup])) / (cauchy @ w)[:, None]
        rms = np.sqrt(np.mean(np.abs(F - fit)[rest] ** 2))
        history[m] = dict(sup=list(sup), w=w, sing=sing, rms=rms)
    return history


def barycentric_poles(nodes, w):
    m = len(w)
    A, B = np.zeros((m + 1, m + 1), complex), np.eye(m + 1)
    A[0, 1:], A[1:, 0], B[0, 0] = w, 1.0, 0.0
    A[1:, 1:] = np.diag(nodes)
    lam = eigvals(A, B)
    lam = lam[np.isfinite(lam)]
    lam = lam[np.abs(lam) < 1e3]
    return lam[np.argsort(lam.real)]


def mirrored(F):
    return np.concatenate([F, F.conj()])


z_all = np.concatenate([z_up, z_up.conj()])
clean_all = mirrored(clean)
clean_hist = aaa(z_all, clean_all, 5)
best = clean_hist[5]
clean_poles = barycentric_poles(z_all[best["sup"]], best["w"])
assert len(clean_poles) == 4
clean_pole_error = np.abs(clean_poles - true_e).max()
assert clean_pole_error < 1e-7
rest = np.setdiff1d(np.arange(len(z_all)), best["sup"])
_, L_diff = loewner(z_all, clean_all, best["sup"], rest)
L_poles = np.concatenate([
    -(1 / (z_all[rest][:, None] - true_e) * true_r[:, e])
    @ (1 / (z_all[best["sup"]][:, None] - true_e)).T for e in range(3)])
assert np.abs(L_diff - L_poles).max() < 1e-9
sing = best["sing"] / best["sing"][0]
assert sing[4] < 1e-6 * sing[3]


# ---------- positive semidefinite residues at fixed real poles ----------
def whitened(poles, data, noise):
    kern = 1.0 / (z_up[:, None] - poles)
    return (np.concatenate([kern.real, kern.imag]) / noise,
            np.concatenate([data.real, data.imag]) / noise)


DET2 = np.array([[0.0, 1.0, 0.0], [1.0, 0.0, 0.0], [0.0, 0.0, -2.0]])


def psd_residues(poles, data, noise):
    """Barrier Newton method; returns residues, chi^2/2, gap bound, decrement."""
    design, target = whitened(poles, data, noise)
    q, r = np.linalg.qr(design)
    proj = q.T @ target
    floor = 0.5 * np.sum((target - q @ proj) ** 2)
    size = len(poles)
    idx = np.arange(size)
    X = np.tile([0.5, 0.5, 0.0], (size, 1))
    gram = np.kron(r.T @ r, np.eye(3))
    mu = (0.5 * np.sum((r @ X - proj) ** 2) + floor) / (2 * size)
    while True:
        for _ in range(200):
            a, b, o = X.T
            det = a * b - o * o
            slope = np.stack([b, a, -2 * o], axis=1) / det[:, None]
            grad = (r.T @ (r @ X - proj) / mu - slope).ravel()
            hess = gram / mu
            view = hess.reshape(size, 3, size, 3)
            view[idx, :, idx, :] += (slope[:, :, None] * slope[:, None, :]
                                     - DET2 / det[:, None, None])
            step = -np.linalg.solve(hess, grad)
            dec = np.sqrt(max(-grad @ step, 0.0))
            length = 1.0 if dec < 0.25 else 1.0 / (1.0 + dec)
            step = step.reshape(size, 3)
            for _ in range(60):
                new = X + length * step
                if np.all(new[:, 0] > 0) and np.all(
                        new[:, 0] * new[:, 1] > new[:, 2] ** 2):
                    X = new
                    break
                length *= 0.5
            if dec < 0.05:
                break
        value = 0.5 * np.sum((r @ X - proj) ** 2) + floor
        if 2 * size * mu <= 1e-3 * value:
            return X, value, 2 * size * mu, dec
        mu /= 4.0


n_data = 6 * n_freq


def aaa_continuation(data, noise):
    hist = aaa(z_all, mirrored(data), 7)
    chosen = None
    for m in (4, 5, 6, 7):
        raw = barycentric_poles(z_all[hist[m]["sup"]], hist[m]["w"])
        poles = np.sort(raw.real[np.abs(raw.real) <= w_max])
        if len(poles) == 0:
            continue
        X, value, gap, dec = psd_residues(poles, data, noise)
        score = 2 * value + 4 * len(poles) * np.log(n_data)
        if chosen is None or score < chosen["score"]:
            chosen = dict(score=score, raw=raw, poles=poles, X=X, value=value,
                          gap=gap, dec=dec, sup=hist[m]["sup"], w=hist[m]["w"])
    return chosen


# ---------- Thiele continued fraction ----------
def thiele_coefficients(nodes, values):
    g, coef = values.copy(), [values[0].copy()]
    for p in range(1, len(nodes)):
        g[p:] = (coef[-1] - g[p:]) / ((nodes[p:] - nodes[p - 1])[:, None] * g[p:])
        coef.append(g[p].copy())
    return coef


def thiele_value(z, nodes, coef):
    f = 1
    for p in range(len(nodes) - 1, 0, -1):
        f = 1 + coef[p] * (z[:, None] - nodes[p - 1]) / f
    return coef[0] / f


short = np.array([4, 12, 24, 48])
short_nodes = np.stack([z_up[short], z_up[short].conj()], axis=1).ravel()


def short_values(F):
    return np.stack([F[short], F[short].conj()], axis=1).reshape(-1, 3)


grid = np.linspace(-8, 8, 401)
z_grid = grid + 1j * eta
true_grid = pole_sum(z_grid, all_e, all_r)
thiele_clean = thiele_value(z_grid, short_nodes,
                            thiele_coefficients(short_nodes, short_values(clean)))
thiele_clean_error = np.abs(thiele_clean - true_grid).max()
assert thiele_clean_error < 1e-5


# ---------- measures of quality on the line omega + i eta ----------
def spectral_error(G, ref=true_grid):
    fro = np.array([1.0, 1.0, 2.0])
    return np.sqrt(np.sum(fro * (G.imag - ref.imag) ** 2)
                   / np.sum(fro * ref.imag ** 2))


def lowest_eigenvalue(G):
    a, b, o = (-G.imag / np.pi).T
    return np.min(0.5 * (a + b) - np.sqrt(0.25 * (a - b) ** 2 + o ** 2))


def scaled_norm(G):
    mats = G[:, [0, 2, 2, 1]].reshape(-1, 2, 2)
    return eta * np.linalg.norm(mats, 2, axis=(1, 2)).max()


# ---------- equal-noise comparison ----------
names = ["Thiele64", "Thiele8", "AAAraw", "AAA+LSQ", "AAA+PSD"]
levels, draws = [1e-6, 1e-5, 1e-4, 1e-3], 20
rng = np.random.default_rng(7)
table, example = {}, None
for noise in levels:
    err, low, big, count, chi = [], [], [], [], []
    for _ in range(draws):
        data = clean + noise * (rng.standard_normal(clean.shape)
                                + 1j * rng.standard_normal(clean.shape))
        sol = aaa_continuation(data, noise)
        assert sol["dec"] < 0.25
        design, target = whitened(sol["poles"], data, noise)
        free = np.linalg.lstsq(design, target, rcond=None)[0]
        nodes, w = z_all[sol["sup"]], sol["w"]
        cau = 1.0 / (z_grid[:, None] - nodes)
        F_sup = mirrored(data)[sol["sup"]]
        curves = [
            thiele_value(z_grid, z_up, thiele_coefficients(z_up, data)),
            thiele_value(z_grid, short_nodes,
                         thiele_coefficients(short_nodes, short_values(data))),
            (cau @ (w[:, None] * F_sup)) / (cau @ w)[:, None],
            pole_sum(z_grid, sol["poles"], free),
            pole_sum(z_grid, sol["poles"], sol["X"])]
        err.append([spectral_error(G) for G in curves])
        low.append([lowest_eigenvalue(G) for G in curves])
        big.append([scaled_norm(G) for G in curves])
        s11, s22, s12 = sol["X"].sum(axis=0)
        total = np.linalg.norm(np.array([[s11, s12], [s12, s22]]), 2)
        assert big[-1][4] <= total * (1 + 1e-9)
        count.append(len(sol["poles"]))
        chi.append(2 * sol["value"] / n_data)
        if noise == 1e-4 and example is None:
            example = dict(sol, data=data, free=free, thiele=curves[0],
                           err=err[-1], total=total)
    table[noise] = dict(err=np.array(err), low=np.array(low), big=np.array(big),
                        count=np.mean(count), chi=np.median(chi))
bad = {s: (table[s]["low"] < -1e-3).sum(axis=0) for s in levels}
assert all(bad[s][4] == 0 for s in levels)
assert bad[1e-3][0] > 0

# positive fit against a separate solver, X = T T^transpose, T triangular
design, target = whitened(example["poles"], example["data"], 1e-4)


def factor_residual(p):
    u, v, s = p.reshape(-1, 3).T
    return (design @ np.stack([u * u, v * v + s * s, u * v], axis=1)
            - target).ravel()


start = np.tile([0.5, 0.1, 0.5], len(example["poles"]))
rival = least_squares(factor_residual, start, max_nfev=500).cost
assert example["value"] <= rival + 1.1 * example["gap"]

# is the 64-point Thiele result spoiled by rounding? repeat with 60 digits
with mp.workdps(60):
    to_mp = np.vectorize(lambda v: mp.mpc(complex(v)), otypes=[object])
    nodes_mp = to_mp(z_up)
    coef_mp = thiele_coefficients(nodes_mp, to_mp(example["data"]))
    val_mp = thiele_value(to_mp(z_grid[::4]), nodes_mp, coef_mp)
    thiele_mp = np.array([[complex(v) for v in row] for row in val_mp])
err_double = spectral_error(example["thiele"][::4], true_grid[::4])
err_mp = spectral_error(thiele_mp, true_grid[::4])


# ---------- output ----------
def row(values, fmt):
    return "  ".join(format(v, fmt) for v in values)


print(f"hopping, U, site offset, mu, kT (eV): {hopping} {repulsion} {offset} {chem} {kT}")
print(f"temperature: {kT * constants.e / constants.k:.1f} K; frequencies: {n_freq}")
print(f"hbar*omega first, last: {z_up[0].imag:.4f}, {w_max:.4f} eV; eta: {eta} eV")
print(f"Lehmann minus imaginary-time quadrature: {lehmann_diff:.1e} 1/eV")
for e, R in zip(true_e, true_r):
    print(f"true pole {e:9.5f} eV; R11 R22 R12: {row(R, '.5f')}")
print(f"total weight of all other poles: {dropped:.1e}")
print(f"AAA clean rms misfit, 1..5 supports (1/eV): "
      f"{row([clean_hist[m]['rms'] for m in range(1, 6)], '.1e')}")
print(f"clean Loewner singular values / largest: {row(sing, '.1e')}")
print(f"AAA clean largest pole error: {clean_pole_error:.1e} eV")
print(f"Thiele8 clean largest error at eta: {thiele_clean_error:.1e} 1/eV")
print("EXAMPLE DRAW, noise 1e-4 1/eV")
for p in example["raw"]:
    print(f"AAA pole: {p.real:.5f} {p.imag:+.5f}i eV")
for e, R in zip(example["poles"], example["X"]):
    print(f"kept pole {e:9.5f} eV; X11 X22 X12: {row(R, '.5f')}")
print(f"sum of X (11 22 12): {row(example['X'].sum(axis=0), '.5f')}")
f11, f22, f12 = example["free"].T
free_low = np.min((f11 + f22) / 2 - np.sqrt((f11 - f22) ** 2 / 4 + f12 ** 2))
print(f"lowest residue eigenvalue, unconstrained fit: {free_low:.2e}")
print(f"chi2/2: {example['value']:.3f}; gap bound: {example['gap']:.3f}; "
      f"other solver: {rival:.3f}; data: {n_data}")
main = example["poles"][np.argmax(example["X"][:, 0] + example["X"][:, 1])]
print(f"heaviest fitted pole: {main:.5f} eV = {main * constants.e / constants.h / 1e12:.2f} THz (E/h)")
print(f"spectral errors: {row(example['err'], '.4f')}")
print(f"Thiele64 error, double / 60 digits: {err_double:.4f} / {err_mp:.4f}")
print(f"COMPARISON, {draws} draws per noise level; columns: {' '.join(names)}")
for s in levels:
    T = table[s]
    wins = [(T["err"][:, 4] < T["err"][:, k]).sum() for k in (0, 1)]
    print(f"noise {s:.0e} 1/eV: mean kept poles {T['count']:.2f}, median chi2/data "
          f"{T['chi']:.3f}, PSD beats Thiele64, Thiele8 in {wins[0]}, {wins[1]} draws")
    print(f"  median spectral error: {row(np.median(T['err'], axis=0), '.2e')}")
    print(f"  90th percentile error: {row(np.percentile(T['err'], 90, axis=0), '.2e')}")
    print(f"  draws with eigenvalue < -0.001 1/eV: {row(bad[s], 'd')}")
    print(f"  largest eta*norm(G): {row(T['big'].max(axis=0), '.3f')}")
print("ALL CHECKS PASSED")
```

Output:

```
hopping, U, site offset, mu, kT (eV): 1.0 4.0 0.5 1.5 0.025
temperature: 290.1 K; frequencies: 64
hbar*omega first, last: 0.0785, 9.9746 eV; eta: 0.1 eV
Lehmann minus imaginary-time quadrature: 8.5e-14 1/eV
true pole  -3.47756 eV; R11 R22 R12: 0.02323  0.14018  -0.05707
true pole  -1.24149 eV; R11 R22 R12: 0.44490  0.39169  0.41745
true pole   2.24149 eV; R11 R22 R12: 0.39169  0.44490  -0.41745
true pole   4.47756 eV; R11 R22 R12: 0.14018  0.02323  0.05707
total weight of all other poles: 7.0e-15
AAA clean rms misfit, 1..5 supports (1/eV): 3.1e-01  2.1e-01  1.0e-02  5.6e-03  6.1e-16
clean Loewner singular values / largest: 1.0e+00  3.7e-01  1.9e-02  6.7e-03  1.6e-15
AAA clean largest pole error: 2.2e-13 eV
Thiele8 clean largest error at eta: 2.7e-12 1/eV
EXAMPLE DRAW, noise 1e-4 1/eV
AAA pole: -3.45429 -0.00286i eV
AAA pole: -1.24276 +0.00053i eV
AAA pole: -0.10014 -3.88620i eV
AAA pole: 2.24168 -0.00387i eV
AAA pole: 4.40246 -0.01805i eV
kept pole  -3.45429 eV; X11 X22 X12: 0.02306  0.13954  -0.05672
kept pole  -1.24276 eV; X11 X22 X12: 0.44494  0.39184  0.41755
kept pole  -0.10014 eV; X11 X22 X12: 0.00004  0.00002  0.00003
kept pole   2.24168 eV; X11 X22 X12: 0.39053  0.44526  -0.41700
kept pole   4.40246 eV; X11 X22 X12: 0.14022  0.02228  0.05588
sum of X (11 22 12): 0.99878  0.99894  -0.00026
lowest residue eigenvalue, unconstrained fit: -2.17e-03
chi2/2: 336.353; gap bound: 0.167; other solver: 336.270; data: 384
heaviest fitted pole: -1.24276 eV = -300.50 THz (E/h)
spectral errors: 0.5350  0.1935  0.0692  0.0715  0.0710
Thiele64 error, double / 60 digits: 0.5024 / 0.5024
COMPARISON, 20 draws per noise level; columns: Thiele64 Thiele8 AAAraw AAA+LSQ AAA+PSD
noise 1e-06 1/eV: mean kept poles 4.70, median chi2/data 1.635, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 1.40e-01  4.31e-03  1.27e-03  9.20e-04  9.20e-04
  90th percentile error: 3.08e-01  6.09e-03  1.85e-03  1.54e-03  1.54e-03
  draws with eigenvalue < -0.001 1/eV: 20  12  0  0  0
  largest eta*norm(G): 1.395  0.837  0.837  0.837  0.837
noise 1e-05 1/eV: mean kept poles 4.45, median chi2/data 1.168, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 5.13e-01  4.72e-02  9.46e-03  4.44e-03  4.44e-03
  90th percentile error: 9.40e-01  6.50e-02  1.57e-02  1.18e-02  1.18e-02
  draws with eigenvalue < -0.001 1/eV: 20  20  0  0  0
  largest eta*norm(G): 4.026  0.840  0.841  0.837  0.837
noise 1e-04 1/eV: mean kept poles 4.65, median chi2/data 1.124, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 8.93e-01  2.13e-01  6.97e-02  4.51e-02  4.51e-02
  90th percentile error: 1.69e+00  3.93e-01  1.74e-01  9.34e-02  9.32e-02
  draws with eigenvalue < -0.001 1/eV: 20  20  15  7  0
  largest eta*norm(G): 20.022  0.873  0.961  0.839  0.837
noise 1e-03 1/eV: mean kept poles 5.15, median chi2/data 3.754, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 8.15e-01  7.04e-01  3.37e-01  3.71e-01  2.85e-01
  90th percentile error: 1.28e+00  9.97e-01  5.70e-01  5.42e-01  4.33e-01
  draws with eigenvalue < -0.001 1/eV: 20  19  20  19  0
  largest eta*norm(G): 2.877  7.246  3.337  0.939  0.854
ALL CHECKS PASSED
```
